# Why a Gaussian Threshold Fit Does Not Validate Memory Failure Tails

A memory array has \(2^{27}\) cells, and a cell fails when the threshold voltage of one transistor exceeds a limit. Measured thresholds follow a straight line on a normal-score plot out to three standard deviations, so the limit is put at six fitted standard deviations. The Gaussian then predicts 0.13 failures per array on the high side. In the transistor model worked out below, whose plot is fitted with \(R^2=0.9987\), the expected number is 8.0. The fit describes the body well. The error lies in using it where it was never tested.

## A counter-example: discrete dopants

Take an n-channel silicon transistor with gate length \(L=35\) nm, width 40 nm and oxide thickness \(t=1.5\) nm. A layer of depth \(W=15\) nm, with \(3\times10^{18}\) acceptors per cm³, lies above a conducting ground plane. The layer is assumed fully depleted. Threshold means that the surface potential reaches \(\psi=1.0\) V relative to the ground plane. Charge is averaged over the gate area \(A\), and the drain bias is low.

Let \(x\) be depth below the oxide and \(F_s\) the field entering the silicon. Each ionized acceptor, at depth \(x_i\), has charge \(-q\) and lowers the field below it by \(q/(\varepsilon_sA)\). Integrating the field from surface to ground plane gives

\[
\psi=F_sW-\sum_i\frac{q}{\varepsilon_sA}(W-x_i),
\qquad
F_s=\frac{\psi}{W}+\sum_i\frac{q}{\varepsilon_sA}\left(1-\frac{x_i}{W}\right).
\]

The gate voltage is the flat-band voltage plus \(\psi\) plus the oxide drop \(\varepsilon_sF_s/C_{ox}\), with \(C_{ox}=\varepsilon_{ox}/t\). The dopants therefore contribute

\[
V_d=v_0S,\qquad S=\sum_i u_i,\qquad
u_i=1-\frac{x_i}{W},\qquad v_0=\frac{q}{C_{ox}A}.
\]

Here \(v_0=4.97\) mV. The response is linear in the dopants as long as the layer stays depleted, so any skew in \(V_d\) comes from their discreteness alone.

Let the dopants be placed independently and uniformly. Their number is then Poisson distributed, with mean

\[
\lambda=(3\times10^{-3}\ \mathrm{nm}^{-3})(35\times40\times15\ \mathrm{nm}^3)=63,
\]

and each \(u_i\) is uniform on \((0,1)\). One dopant has \(M(s)=\int_0^1e^{su}\,du=(e^s-1)/s\). Summing over the number of dopants,

\[
\langle e^{sS}\rangle=\sum_{n=0}^{\infty}e^{-\lambda}\frac{\lambda^n}{n!}M^n=e^{\lambda(M-1)},
\]

\[
K(s)=\ln\langle e^{sS}\rangle=\lambda\left(\frac{e^s-1}{s}-1\right)
=\sum_{n=1}^{\infty}\frac{\lambda}{n+1}\frac{s^n}{n!}.
\]

The cumulants are thus \(\kappa_n=\lambda/(n+1)\). The mean of \(S\) is \(\lambda/2\) and its variance is \(\sigma_S^2=\lambda/3\). The threshold standard deviation is \(4.97\sqrt{21}=22.8\) mV. The skewness \(\gamma\) and excess kurtosis \(k\) are

\[
\gamma=\frac{\lambda/4}{(\lambda/3)^{3/2}}=\frac{3\sqrt3}{4\sqrt\lambda}=0.164,
\qquad
k=\frac{\lambda/5}{(\lambda/3)^2}=\frac{9}{5\lambda}=0.029.
\]

## The tail of the counter-example

To reach a rare value \(x\) above the mean, reweight the probability of each dopant configuration by \(e^{sS-K(s)}\). Undoing the weight gives the identity

\[
P(S>x)=e^{K(s)-sx}\left\langle e^{-s(S-x)}\mathbf 1_{S>x}\right\rangle_s .
\]

Under the new weights \(S\) has mean \(K'(s)\) and variance \(K''(s)\). Choose \(s\) so that \(K'(s)=x\), which puts the rare value at the centre of the reweighted law. Approximating that law by a Gaussian, and completing the square, gives

\[
\int_0^\infty e^{-sy}\frac{e^{-y^2/(2K'')}}{\sqrt{2\pi K''}}\,dy
=e^{s^2K''/2}Q\!\left(s\sqrt{K''}\right),
\]

\[
P(S>x)\simeq \exp\!\left[K-sx+\tfrac12s^2K''\right]Q\!\left(s\sqrt{K''}\right),
\]

where \(Q(z)\) is the upper-tail probability of a standard normal variable. A direct numerical evaluation of the dopant distribution tests this formula. It is high by 1.8, 1.3 and about 1 percent at 3, 4.5 and 6 standard deviations.

The reweighting has a physical reading. It multiplies the density of dopants by \(e^{su}\). Cells with unusually high thresholds therefore tend to have more dopants, and to have them closer to the surface.

Now fit a straight line to threshold against normal score for \(|z|\le3\), weighting each point by the normal density, as a large sample would. Place limits at the fitted centre plus or minus 3 and 6 fitted standard deviations. The true tail probability divided by the Gaussian one is 1.8 at \(+3\) and 60 at \(+6\). On the low side it is 0.39 at \(-3\) and \(1.7\times10^{-6}\) at \(-6\). The Gaussian is far too optimistic about high thresholds and far too pessimistic about low ones. The array count follows from \(Q(6)=9.87\times10^{-10}\):

\[
2^{27}Q(6)=0.132,\qquad 0.132\times60.4=8.0 .
\]

The high \(R^2\) is no contradiction. To first order in \(\gamma\), the variable \(z+\gamma(z^2-1)/6\), with \(z\) standard normal, has zero mean, unit variance and skewness \(\gamma\). Its curved part is uncorrelated with \(z\) and has variance \(2(\gamma/6)^2=\gamma^2/18=0.0015\). So \(1-R^2\) is quadratic in a small skewness, whereas the logarithm of the tail, as shown below, contains the skewness multiplied by \(z^3\).

## A second case: the skewness nearly cancels

Gate length adds a nonlinear barrier response. The source and drain change the potential by an amount that obeys Laplace's equation and vanishes at the gate and the ground plane. Let \(y\) be measured from mid-channel. The slowest-decaying solution is \(X(x)\cosh(y/\ell)\), with \(X\propto\sin[(W-x)/\ell]\) in silicon and \(X\propto\sin[(t+x)/\ell]\) in the oxide, where \(-t<x<0\). Continuity of \(X\) and \(\varepsilon X'\) at \(x=0\) requires

\[
\varepsilon_s\cot(W/\ell)+\varepsilon_{ox}\cot(t/\ell)=0 .
\]

With relative permittivities 11.7 and 3.9, the largest root is \(\ell=6.02\) nm. A perturbation fixed at the junctions, \(y=\pm L/2\), is reduced at mid-channel by \(\cosh(L/2\ell)\). The threshold is therefore lowered by

\[
R(L)=\frac{R_0}{\cosh(L/2\ell)} .
\]

The gate-referred amplitude \(R_0=0.6\) V is a rough value and is held fixed, although in a device it varies somewhat with gate voltage. At 35 nm, \(R=66\) mV. A two-dimensional solution of Laplace's equation tests the length dependence: relative to 35 nm, the formula is within 0.9 percent at 25 and 45 nm when the junction perturbation is uniform over the silicon depth. In a real junction it grows with depth. For a junction 1.0 to 1.1 V above the ground plane, this change of shape alone would make the formula overstate the relative roll-off at 25 nm by about 6 or 7 percent. The perturbation also grows as the threshold gate voltage falls, however, most of all for short gates, and the two effects nearly cancel. With both included, the formula understates the relative roll-off at 25 nm by 0.5 to 1.5 percent. With the roll-off at 35 nm held fixed, the low-side factor of 7.2 found below then becomes 8 to 9; with the change of shape alone it would be 2.5 to 3. That factor is thus sensitive to errors of a few percent in the roll-off.

Let \(L\) be Gaussian with mean 35 nm, independent of where the dopants fall, and write \(V=v_0(L)S-R(L)\). At fixed \(L\), let \(\mu(L)\) be the mean of \(V\) and \(\mathrm{var}(L)\) its variance. Split the deviation into \(e=V-\mu(L)\) and \(d=\mu(L)-\bar\mu\), where \(\bar\mu\) is the overall mean. Since \(e\) averages to zero at each \(L\), the term \(3\langle ed^2\rangle\) vanishes, and

\[
\langle(e+d)^3\rangle=\langle e^3\rangle+\langle d^3\rangle+3\,\mathrm{Cov}[\mu(L),\mathrm{var}(L)] .
\]

The first term is the positive dopant skew. For the second, note that \(v_0\propto1/L\) and \(\lambda\propto L\), so the mean dopant shift \(v_0\lambda/2\) does not depend on \(L\), and \(\mu\) varies through \(-R(L)\) alone. Near 35 nm, \(R\) falls with \(L\) and is convex: a short gate lowers the threshold more than an equally long one raises it. This makes the second term negative. The third is negative too, because \(\mathrm{var}(L)=v_0^2\lambda/3\propto1/L\) falls with \(L\) while \(\mu\) rises.

For a length standard deviation of 2 nm, the three contributions to the skewness are \(0.120\), \(-0.041\) and \(-0.061\), which sum to 0.018. The table gives true over Gaussian tail probability at the fitted limits.

| Length sd | \(R^2\) | Skewness | At \(-6\) | At \(+6\) |
|---|---|---|---|---|
| 0 nm | 0.9987 | 0.164 | \(1.7\times10^{-6}\) | 60 |
| 1 nm | 0.9992 | 0.129 | \(1.1\times10^{-3}\) | 35 |
| 2 nm | 0.99997 | 0.018 | 7.2 | 5.9 |

In the last row the ratios at \(-3\) and \(+3\) are 1.03 and 1.17. The fit is nearly perfect and the skewness nearly zero, yet with this roll-off formula both six-sigma tails are underestimated by a factor of six to seven. Random sampling of individual dopants and gate lengths, concentrated near failure, tests these two tails. Its statistical errors were about 1 percent, and it agreed within five of them plus half a percent.

The two tails fail differently. Cells beyond the high limit have a mean gate length of 37.0 nm, one standard deviation long, so most of their excess threshold must come from dopants. Cells beyond the low limit average 25.9 nm, about 4.5 standard deviations short. The low-side result thus rests on the assumed Gaussian for \(L\), at lengths where that assumption would itself need evidence.

## The correct general statement

There are two parts. The first holds for any distribution; the second says how a known mechanism supplies what the body leaves open.

**Part 1.** Let \(Z\) be the threshold measured from the fitted centre in units of the fitted standard deviation, both obtained from the body alone. The true mean and variance of \(Z\), which also depend on the tails, are left free. Suppose the distribution function of \(Z\) equals the normal one everywhere on \([-3,3]\). This implies no more about the six-sigma tail than

\[
0\le P(Z>6)\le Q(3)=1.35\times10^{-3},
\]

and every value in this range is possible.

*Proof.* The event \(Z>6\) is contained in \(Z>3\), whose probability is \(Q(3)\). This gives the bounds. For any \(p\) between them, spread probability \(p\) uniformly over \((6,7)\) and \(Q(3)-p\) uniformly over \((3,6)\), and leave the distribution below 3 normal. The body is unchanged and \(P(Z>6)=p\). ∎

The upper bound is \(1.4\times10^6\) times \(Q(6)\). Even unlimited data from the body cannot narrow this range without a further assumption linking body and tail.

**Part 2.** For the dopant sum with \(\lambda\gg1\), at \(z\) standard deviations above the mean with \(z\ge1\) and \(\gamma z\ll1\),

\[
\ln\frac{P(S>\lambda/2+z\sigma_S)}{Q(z)}
=\frac{\gamma z^3}{6}+O\!\left(\frac{z^4}{\lambda}\right)+O\!\left(\frac1{\sqrt\lambda}\right).
\]

*Proof.* Set \(s=\theta/\sigma_S\) in the tail formula. In terms of the standardized cumulants,

\[
K-\frac{\lambda s}{2}=\frac{\theta^2}{2}+\frac{\gamma\theta^3}{6}+\frac{k\theta^4}{24}+\dots
\]

The condition \(K'(s)=x\) becomes \(z=\theta+\gamma\theta^2/2+k\theta^3/6+\dots\). Inverting it order by order gives

\[
\theta=z-\frac{\gamma z^2}{2}+\left(\frac{\gamma^2}{2}-\frac{k}{6}\right)z^3+\dots
\]

Let \(\Lambda(z)=K-sx\). Because \(K'(s)=x\), the change of \(s\) with \(z\) does not contribute to the derivative, and \(d\Lambda/dz=-\theta\). Integrating from \(\Lambda(0)=0\),

\[
\Lambda(z)=-\frac{z^2}{2}+\frac{\gamma z^3}{6}+\frac{(k-3\gamma^2)z^4}{24}+\dots
\]

Since \(k\) and \(\gamma^2\) are both of order \(1/\lambda\), the quartic term is \(O(z^4/\lambda)\).

The remaining factor is \(e^{w^2/2}Q(w)\) with \(w=s\sqrt{K''}\). Here \(K''/\sigma_S^2=1+\gamma\theta+\dots\), so

\[
w=\theta\left(1+\frac{\gamma\theta}{2}+\dots\right)=z+O(z^3/\lambda).
\]

The terms in \(\gamma z^2\) have cancelled. For \(z\ge1\) the logarithm of \(e^{w^2/2}Q(w)\) has a slope of order \(1/z\), so replacing \(w\) by \(z\) costs \(O(z^2/\lambda)\), which the quartic error covers. The factor then combines with \(e^{-z^2/2}\) to give \(Q(z)\). Finally, the reweighted sum has skewness of order \(1/\sqrt\lambda\), so its leading departure from a Gaussian contributes the last error term. ∎

The exponent \(\Lambda\) also holds for negative \(z\), where the cubic term changes sign and thins the low tail. Evaluated numerically, the remainder after the quartic term scales as \(z^{4.96}\), consistent with the expected fifth order.

The formula shows where the Gaussian stops being safe. The cubic term reaches one at

\[
z_*=(6/\gamma)^{1/3}=3.3
\]

for \(\gamma=0.164\), just outside the fitted range. For the term to be small at \(z=6\), one needs \(36\gamma\ll1\), or \(\lambda\gg(36\times3\sqrt3/4)^2\approx2200\) dopants. In this model the Gaussian tail is recovered at fixed \(z\) as \(\lambda\to\infty\), but 63 dopants are far from that limit.

The series must not be pushed too far either. At \(z=6\) the cubic term is 5.9 and the quartic term \(-2.8\). The cubic alone predicts a factor of about 360, the two together about 22, and the true factor is 59 (60 at the fitted limit). Since \(\gamma z\) is then close to one, the full function \(K(s)\) should be used.

## What the body can still reveal

Part 1 does not make skew undetectable. For a large Gaussian sample of \(n\) devices, the sample skewness is approximately the average of \(z^3-3z\), where the second term comes from subtracting the sample mean. Its variance per device is \(15-18+9=6\), so the standard error is \(\sqrt{6/n}\). A skewness of 0.164 equals three standard errors when \(n=54/\gamma^2\approx2000\).

Simulated samples of 1000 devices were given two tests of normality, each with a 5 percent false-alarm rate. With dopants alone, the largest distance between the sample distribution and its fitted Gaussian raised an alarm in roughly a quarter of samples, and the skewness in 58 percent. With the 2 nm length spread the rates were 6 and 7 percent, hardly above false alarms. Passing such a test is weak evidence about the body and, by Part 1, even perfect knowledge of the body gives only a very loose upper bound on the far tail unless a mechanism is assumed.

The failure criterion matters as well. If failure depends on the threshold difference of two independent, identical transistors, the cumulant function is \(K(s)+K(-s)\). Odd cumulants cancel and the skew disappears, but even ones remain. With dopants alone, the true tail at six standard deviations of the difference is 1.9 times the Gaussian one.

## Relation to real transistors

The dimensions, doping and threshold spread are roughly those of planar silicon transistors with gates of a few tens of nanometres. Recessed and fin-shaped memory transistors need a different electrostatic model. Among the neglected effects, quantization of the inversion layer is large: a triangular-well estimate raises the dopant standard deviation by about a third. To first order this rescales \(V_d\) and leaves the dopant-only ratios unchanged. The quantum shift grows less than linearly with field, however, and in the same estimate this curvature lowers the factor of 60 to about 45. The larger dopant spread would also upset the near-cancellation found at 2 nm. A drain bias of 1 V would add about 52 mV of roll-off at mid-channel. The top of the barrier moves towards the source, however, and its net extra lowering is nearer 40 mV. This is still comparable with the 66 mV already present, and so strengthens the length response. About a third of the channel lies within \(\ell\) of a junction, where source and drain screen the dopants. Current finding its way around individual dopants changed the standard deviation by less than the sampling error in 300 simulated devices, though that estimate omits junction screening and says nothing about six sigma. Full depletion holds on average at the high dopant limit, where dopants take up 724 mV of the available 1000 mV, with a margin of more than three standard deviations. Temperature shifts all thresholds together by about \(-0.9\) mV/K at fixed flat-band voltage and fixed band gap. The narrowing of the gap on heating brings this to about \(-1.2\) mV/K, still at fixed flat-band voltage. With an n⁺ polysilicon gate the flat-band voltage rises on heating and offsets roughly half of it. A fixed limit must allow for the net shift. The factors of 60 and 6 are therefore results of this model and not yield predictions for a product. The numerical output below lists the remaining estimates.

## Computed values

```
gate length, width: 35, 40 nm
depleted layer, oxide: 15, 1.5 nm
doping: 3.0e+18 cm^-3
surface potential: 1.0 V; temperature: 300 K
relative permittivities Si, oxide: 11.7, 3.9
mean dopant count: 63.0
largest shift per dopant v0: 4.971 mV
dopant threshold sd: 22.78 mV
dopant skewness, excess kurtosis: 0.1637, 0.0286
lateral scale length: 6.024 nm
roll-off amplitude, value at L0: 600, 65.51 mV
largest one-mode ratio error, 25-45 nm: 0.85 %
tilt errors at 3, 4.5, 6 sd: 1.76, 1.27, 0.94 %
order of series remainder: 4.96
Gaussian one-sided tail at 3: 1.3499e-03
Gaussian one-sided tail at 6: 9.8659e-10
length sd 0 nm: fit centre 91.07 mV, sd 22.77 mV
  fit R^2 0.99867, skewness 0.1637
  true/Gaussian at -3, +3: 0.390, 1.811
  true/Gaussian at -6, +6: 1.65e-06, 60.4
length sd 1 nm: fit centre 90.85 mV, sd 23.42 mV
  fit R^2 0.99918, skewness 0.1289
  true/Gaussian at -3, +3: 0.510, 1.636
  true/Gaussian at -6, +6: 0.00111, 34.7
length sd 2 nm: fit centre 90.20 mV, sd 25.33 mV
  fit R^2 0.99997, skewness 0.0184
  true/Gaussian at -3, +3: 1.034, 1.173
  true/Gaussian at -6, +6: 7.21, 5.91
skew parts at 2 nm (dopant, barrier, covariance): 0.1201, -0.0407, -0.0610
mean failed gate length at -6, +6 (2 nm case): 25.91, 37.03 nm
sampling errors at -6, +6: 0.89, 0.97 %
array size: 134217728 cells
high-side failures, Gaussian: 0.132
high-side failures, dopants only: 8.00
pair mismatch true/Gaussian at +6: 1.902
detection, 1000 devices, length sd 0 nm: distance 27.0 %, skew 57.5 %
detection, 1000 devices, length sd 2 nm: distance 5.6 %, skew 6.7 %
devices for dopant skew = 3 standard errors: 2016
percolation/plane-average sd: 1.007
percolation mean shift: -5.57 mV
percolation correlation: 0.972
dopant band bending, nominal/tail: 522/724 mV
tail depletion margin: 3.22 sd
surface field: 1.01 MV/cm
quantum zero-point energy: 176 meV
first-order quantum increase of dopant sd: 33 %
temperature shift at fixed flat band: -0.86 mV/K
extra roll-off at 1 V drain bias: 52 mV
channel fraction within ell of junctions: 0.34
oxide field: 3.04 MV/cm
rough oxide tunnelling transparency: 4.9e-09
```
